Auger parameter shifts, extra-atomic relaxation and the Wagner plot

**1. Definitions and conventions**

Consider one element in several hosts. E_0 is the total energy of a host without a core hole, E(i) the energy with one hole in core level i, and E(jj) the energy with two holes in core level j. The nuclei stay where they were before ionization. The electrons are taken to reach the lowest state compatible with the given holes, so all energies refer to the fully screened lines. These are not always the strongest lines: where screening requires a transfer of charge, a less screened state can carry most of the intensity. The Auger final-state term is the same in all hosts.

The binding energy of level i is

E_B = E(i) − E_0.

In the Auger decay i → jj the hole in i is filled, two holes appear in j, and one electron leaves with kinetic energy

E_K = E(i) − E(jj).

The modified Auger parameter is their sum,

α' = E_K + E_B = 2E(i) − E(jj) − E_0.  (1)

The name distinguishes it from the difference of Auger and photoelectron kinetic energies, α = E_K − E_K(photo). Since E_K(photo) = hν − E_B, it follows that α' = α + hν, which does not depend on the photon energy hν.

Both energies must have the same zero, for example the Fermi level. If the zero is moved so that E_B becomes E_B + δ, the kinetic energy becomes E_K − δ, and α' is unchanged. A uniform charging of the sample cancels in the same way.

Δ means the value in a given host minus that in a reference host. R > 0 is the extra-atomic relaxation energy of a single core hole: the energy gained when the electrons around the atom respond to the hole. The relation to be derived is

Δα' = 2ΔR.

Energies are in eV, lengths in Å, charges in units of e, and K = e²/(4πε₀) = 14.40 eV Å.

**2. A simple case: six polarizable neighbours**

Put the core at the origin and six neutral, polarizable points at distance d along ±x, ±y and ±z. Each has polarizability volume a, so a field F (in e/Å²) induces a dipole aF. A core hole of charge q produces the field q/d² at each neighbour.

The energy is a positive definite quadratic form in the dipoles (a/d³ must be small enough for this) plus a term linear in them. Its minimum is unique and therefore has the symmetry of the cage: all dipoles point radially and have one common size p, counted positive outwards. Three energies contribute.

First, polarizing one neighbour costs Kp²/(2a). Six cost 3Kp²/a.

Second, each dipole gains Kqp/d² in the field of the hole. Six contribute −6Kqp/d².

Third, the dipoles interact. For two dipoles p₁ and p₂ separated by r along the unit vector u, the energy is K[p₁·p₂ − 3(p₁·u)(p₂·u)]/r³. For adjacent neighbours r = √2 d, p₁·p₂ = 0, and the projections on u are −p/√2 and +p/√2. The bracket is 3p²/2 and the energy is

K(3p²/2)/(2√2 d³) = 3Kp²/(4√2 d³).

For opposite neighbours r = 2d, p₁·p₂ = −p², and the projections are −p and +p. The bracket is −p² + 3p² = 2p² and the energy is Kp²/(4d³). Each dipole has four adjacent partners and one opposite, so its interaction sum is cKp²/d³ with

c = 4·3/(4√2) + 1/4 = 3/√2 + 1/4 = 2.371.

Six such sums count every pair twice, so the total is 3cKp²/d³. Altogether

w(q,p) = 3K(1/a + c/d³)p² − 6Kqp/d².

Setting the derivative with respect to p to zero gives

p = q/[d²(1/a + c/d³)].

At the minimum of a quadratic function without a constant term, the energy is half the linear term:

w(q) = −3Kqp/d² = −q²R,  R = 3K/[d⁴(1/a + c/d³)].  (2)

One hole gains R and two holes gain 4R, because doubling the charge doubles both the field and the dipoles. The contribution of the surroundings to equation (1) is

2w(1) − w(2) − w(0) = −2R + 4R − 0 = 2R.

The factor two is thus four minus two: four from the doubly ionized state, two from the singly ionized state, which enters twice.

Limits. For a → 0 the relaxation vanishes, as it must. For a/d³ ≪ 1 it becomes 3Ka/d⁴, which is six times the energy Ka/(2d⁴) of one dipole induced by a unit charge. The mutual repulsion of the radial dipoles, measured by c, reduces R. For d = 2.2 Å and a = 1.0 Å³, equation (2) gives R = 1.51 eV.

**3. General surroundings**

Real surroundings carry charges already in the ground state, and their response has many coordinates. Let x be the set of electronic coordinates of the surroundings, treated classically for the moment, and let W(q,x) be their energy, including the interaction with q core holes. A Coulomb interaction is linear in the hole charge:

W(q,x) = W(0,x) + qφ(x).

Here φ(x) is the potential energy of a unit positive charge at the core. Let x₀ minimize W(0,x). Write y = x − x₀, and let H be the matrix of second derivatives of W(0,x) at x₀ and g the gradient of φ there. There is no term linear in y in W(0,x), because x₀ is a minimum. Hence

W(q,x) ≈ W(0) + ½yᵀHy + q(V + gᵀy),  V = φ(x₀).

The displacement will turn out proportional to q. The neglected terms, of the types y³ and qy², are then of order q³. Minimizing over y gives Hy + qg = 0, so y = −qH⁻¹g. Inserting this,

½yᵀHy = ½q²gᵀH⁻¹g,  qgᵀy = −q²gᵀH⁻¹g,

and therefore

W(q) = W(0) + qV − q²R,  R = ½gᵀH⁻¹g.  (3)

Half of the energy gained from the field of the hole is spent on deforming the surroundings. V is the initial-state term: it contains the potential of the undisturbed ground state, including whatever polarization is already present there. R is the final-state term.

A quantum treatment leads to the same form. If Φ is the operator of the potential energy of a unit charge at the core, the surroundings have the Hamiltonian H₀ + qΦ. For a nondegenerate ground state |0⟩ with excited states |n⟩ of energies ε_n, second-order perturbation theory gives

V = ⟨0|Φ|0⟩,  R = Σ_n |⟨n|Φ|0⟩|²/(ε_n − ε_0), n ≠ 0.

No term of R is negative, since ε_n > ε_0. The quadratic law is thus a statement of linear response, not a property of dipoles.

Limit: the cage. With x = p, the function w(q,p) has H = 6K(1/a + c/d³) and g = −6K/d². Then ½g²/H = 3K/[d⁴(1/a + c/d³)], which is equation (2).

Limit: a continuum. Let the atom sit in a spherical cavity of radius b in a medium of dielectric constant ε. Because the nuclei are held fixed, ε is the electronic (high-frequency) dielectric constant, not the static one. A charge q at the centre induces the charge −q(1 − 1/ε) on the cavity wall, which has the potential energy −K(1 − 1/ε)q²/b with the hole. The response is linear, so half of this remains, and R = K(1 − 1/ε)/(2b). It is zero for ε = 1 and K/(2b) for a perfect conductor.

**4. Separating the atom from its surroundings**

To use equation (3) in equation (1), the total energies must split into an atomic part and W:

E_0 = A_0 + W(0),  E(i) = A_i + W(1),  E(jj) = A_jj + W(2).

The constants A contain the free-atom level energies, the relaxation within the atom and the repulsion of the two final holes. They are assumed to be the same in all hosts, which is not safe when the atom's own valence charge changes (Section 7). The use of one function W for levels i and j is a further assumption: seen from outside, a hole in either level is a point charge.

The second assumption can be examined for a spherical hole density. A thin shell of radius r interacts with a unit charge at distance d with strength K/max(r,d). If ρ(r) is the normalized radial density, the departure from a point charge is

K ∫ ρ(r)(1/d − 1/r) dr, taken from r = d to infinity.

Only the part of the orbital lying beyond the neighbour contributes. Take Slater orbitals, ρ ∝ r²ⁿ exp(−2ζr), and d = 2.2 Å. For n = 1 with ζ = 12 per bohr and n = 2 with ζ = 4 per bohr, numerical integration gives departures below 10⁻⁹ eV. For n = 3 with ζ = 1 per bohr the departure is 0.32 eV. The point-charge picture suits compact core levels, not a diffuse valence level. A hole in a p₃/₂ level can also have a quadrupole, which this spherical average leaves out; a p₁/₂ hole has none.

The atom's own valence charge is closer than the neighbours, and different core levels may feel its changes differently. Section 7 returns to this.

**5. The shift of the Auger parameter**

With equation (3), the two measured energies are

E_B = A_i − A_0 + W(1) − W(0) = constant + V − R,

E_K = A_i − A_jj + W(1) − W(2) = constant + (V − R) − (2V − 4R) = constant − V + 3R.

The constants cancel between hosts:

ΔE_B = ΔV − ΔR,  (4)

ΔE_K = −ΔV + 3ΔR.  (5)

Adding them gives

Δα' = ΔE_K + ΔE_B = 2ΔR.  (6)

There is a direct reading of this result. The first hole costs V − R in the surroundings. The second costs W(2) − W(1) = V − 3R, because it is created in surroundings already polarized by the first. The Auger parameter contains the first cost minus the second, which is 2R. The initial potential V acts equally on both holes and drops out.

Limits. If the surroundings cannot respond in either host, ΔR = 0 and, as long as the atomic constants are the same, the two lines shift by equal and opposite amounts. If the ground-state potential is the same in both hosts, the Auger line shifts three times as far as the photoelectron line, in the opposite direction on these energy scales.

**6. The Wagner plot**

A Wagner plot shows each host as a point with E_B as abscissa and E_K as ordinate. Equations (4) and (5) write the displacement from the reference as a sum of two steps:

(ΔE_B, ΔE_K) = ΔV·(1, −1) + ΔR·(−1, 3).

The first step is purely initial-state and runs along a line of slope −1. The second is purely final-state and runs along a line of slope −3. The two directions are not parallel, so the decomposition is unique.

The lines of slope −1 are lines of constant E_K + E_B = α', hence of constant R. For the other family, form

ΔE_K + 3ΔE_B = (−ΔV + 3ΔR) + (3ΔV − 3ΔR) = 2ΔV.

The lines of slope −3 are therefore lines of constant V. The separation is

ΔR = (ΔE_K + ΔE_B)/2,  ΔV = (ΔE_K + 3ΔE_B)/2.  (7)

If the plot is drawn with E_B increasing to the left, the same lines appear with slopes +1 and +3.

The slope m of the line joining two points carries less information than the two offsets. From equations (4) and (5), with ΔV ≠ ΔR,

m = (3ΔR − ΔV)/(ΔV − ΔR) = −3 + 2ΔV/(ΔV − ΔR).

It depends on the ratio of the two shifts, not on their sizes. The limit ΔR = 0 gives m = −1, and ΔV = 0 gives m = −3. If ΔV = ΔR ≠ 0 the line is vertical: the binding energy does not move at all, although both the initial and the final state have changed. An unshifted photoelectron line thus does not prove that the atom is unchanged.

The two results in equation (7) differ in their sensitivity to the energy zero. If the energy zero is wrong in the given host but not in the reference host, so that E_B is too large by δ and E_K too small by δ, then ΔR is unaffected, while ΔV is wrong by (−δ + 3δ)/2 = δ. For a charging insulator the plot still yields ΔR, but ΔV is no better than the energy reference.

**7. Where the factor two fails**

Nonlinear screening. Let the next term of the expansion be present:

W(q) = W(0) + qV − q²R₂ + Cq³.

R₂ is the quadratic coefficient. The relaxation energy of one actual hole is

R = V − [W(1) − W(0)] = R₂ − C.

The surroundings contribute to α' the amount

2W(1) − W(2) − W(0) = 2(V − R₂ + C) − (2V − 4R₂ + 8C) = 2R₂ − 6C = 2R − 4C,

where R₂ = R + C was used in the last step. Through this order,

Δα' = 2ΔR − 4ΔC.  (8)

Equation (7) then returns ΔR − 2ΔC in place of ΔR. Because ΔE_B = ΔV − ΔR still holds with the actual R, it also returns ΔV − 2ΔC in place of ΔV. A host-independent C does no harm. If the second hole triggers a transfer of charge that the first does not, W(q) need not be well described by a few powers of q, and equation (8) is no remedy.

Unequal core levels. Add and subtract 2E(j) in equation (1):

α' = [2E(j) − E(jj) − E_0] + 2[E(i) − E(j)].

The last bracket equals E_B(i) − E_B(j). The first involves level j alone; call it ξ. Thus

Δα' = Δξ + 2Δ[E_B(i) − E_B(j)].

If the photoelectron line of j is used in α' instead of that of i, one E_B(i) is replaced by E_B(j), and the factor 2 before the last bracket becomes 1. Either way, ξ can be measured from three lines:

ξ = E_K + 2E_B(j) − E_B(i).  (9)

Inserting the definitions gives E(i) − E(jj) + 2E(j) − 2E_0 − E(i) + E_0, which is the first bracket above. Equation (9) removes the need for equal shifts of i and j. It still needs linear response and host-independent atomic constants for level j.

Changing valence charge. The atom's own valence electrons also relax around the holes, so the constants A change when their number changes. Free Mg and free Mg²⁺ have no surroundings, and ΔR = 0. Nonrelativistic Hartree–Fock total energies (i = 1s, j = 2p, both final holes in one 2p orbital; uncontracted triple- and quadruple-zeta basis sets agree to 0.01 eV) nevertheless give Δα' = −2.5 eV, Δξ = −4.4 eV and a slope of −1.11 from atom to ion, with the 1s level shifting 4 percent more than the 2p level. Between hosts of different atomic charge, Δα'/2 and Δξ/2 therefore contain an intra-atomic part besides ΔR.

**8. A worked model with nonlinear response**

The cage of Section 2 is now given ground-state charges and a response that is not linear by construction. The central atom has charge Z and each of the six neighbours −Z/6. A neighbour consists of a fixed core of charge Y − Z/6 and a movable electron shell of charge −Y, with Y = 8. A spring of constant KY²/a ties the shell to its core. In a field F the negative shell moves a distance u = aF/Y against the field, so the dipole is Yu = aF along the field, as required. All charges on different sites interact by the full Coulomb law.

Removing valence charge from the central atom raises the binding energy of its core levels. This one-centre effect is described by adding qKZ/r_v to W, with r_v = 1.0 Å. If s_k is the ground-state position of shell k, then

V = KZ/r_v + K Σ_k [(Y − Z/6)/d − Y/|s_k|].

The total energy was minimized by Newton's method over all 18 shell coordinates for q = 0, 1 and 2, starting from undisplaced shells. The states so found are local minima. The model has no short-range repulsion, so its energy falls without bound if a shell is brought onto the central charge, and that collapse is excluded. The atomic constants are set to zero, so only differences between hosts have meaning as spectral shifts. The model omits the rest of the solid, charge transfer during screening and any change of relaxation within the atom.

The parameters, with Z in e, d in Å and a in Å³, are:

A: Z = 1.20, d = 2.2, a = 1.0
B: Z = 1.50, d = 2.2, a = 1.0
C: Z = 1.476, d = 2.2, a = 1.6
D: Z = 1.50, d = 2.3, a = 2.0

The charge of C was found by numerical root search so that V equals that of A. For the reference A, the potential is V = 6.739 eV and the energy of one hole is E_B = 5.127 eV. Hence R = 6.739 − 5.127 = 1.612 eV. The point-dipole formula gave 1.51 eV. Raising Y to 600, which makes the shell displacements very small, brings the model to 1.51 eV as well, so the difference comes from the finite displacements.

Host B, a change of atomic charge. The computed shifts from A are ΔE_B = 1.641 eV and ΔE_K = −1.596 eV. Equation (7) gives

ΔR = (−1.596 + 1.641)/2 = 0.02 eV,

ΔV = (−1.596 + 4.923)/2 = 1.66 eV.

The values obtained directly from V and the one-hole energy are 0.02 and 1.66 eV. The slope is −0.97, close to the initial-state value −1. This holds for the model, which keeps the relaxation within the atom fixed; the Mg result of Section 7, scaled to 0.3 e, would add about −0.4 eV to Δα', far more than the 0.045 eV found here. The small ΔR comes from the finite displacements of the shells: it falls as 1/Y, to 0.002 eV at Y = 80, and vanishes for point dipoles, where H and g do not depend on Z.

Host C, a change of response at fixed V. Here ΔE_B = −0.809 eV and ΔE_K = 2.561 eV, so

Δα' = 2.561 − 0.809 = 1.75 eV.

The direct relaxation shift is ΔR = 0.81 eV, or 2ΔR = 1.62 eV. Half of Δα' is 0.88 eV, about 8 percent above the direct ΔR. This percentage depends on the chosen Y (20 percent at Y = 4, 4 percent at Y = 16, other parameters unchanged) and is not an estimate for real neighbours. The plot also assigns 0.07 eV to ΔV, which is zero by construction, and the slope is −3.16 instead of −3.

Equation (8) accounts for most of this. Minimizations with fractional holes of charge 0.05 and 0.10 give C = −0.028 eV in host A and −0.057 eV in host C. Then −4ΔC = 0.12 eV, against the actual excess Δα' − 2ΔR = 0.13 eV. The rest lies beyond the cubic term.

Host D, both changes together. The shifts are ΔE_B = −0.464 eV and ΔE_K = 2.376 eV. Equation (7) gives

ΔR = (2.376 − 0.464)/2 = 0.96 eV,

ΔV = (2.376 − 1.392)/2 = 0.49 eV.

The direct values are 0.88 and 0.41 eV. The binding energy falls although the ground-state potential alone would raise it, because the gain in relaxation is larger. The binding-energy shift by itself would suggest the wrong sign for the initial-state change. The slope, −5.1, lies outside the interval from −3 to −1. By the expression for m in Section 6, a slope below −3 occurs when ΔV and ΔR have the same sign and ΔR is the larger in size.

Finally, let level i in hosts A and B feel the one-centre term 2 percent more strongly than level j. Between these hosts Z changes by 0.30, and the levels separate by

0.02 · 14.40 · 0.30 / 1.0 = 0.086 eV.

Δα' rises from 0.045 to 0.218 eV, an increase of twice this separation. Halving it would give ΔR = 0.11 eV, about five times the direct 0.02 eV. Δξ from equation (9) stays at 0.045 eV. When the relaxation shift is small and the initial-state shift large, even slightly unequal core-level shifts can dominate the shift of the Auger parameter.
